# Three-Body Induction in Fragments Embedded in Point Charges: verification in Python

```python
"""
Many-body expansion of the induction energy of classical polarizable fragments.

Result under test: if every subset of fragments is computed in the frozen
permanent charges of the others, the first-order three-body induction
    - sum_i sum_{j<k} alpha_i F_ij.F_ik
becomes one-body, second-order induction is complete with two-body terms, and
the remainder beyond two bodies is third order in the polarizability:
    - sum_i sum_{j<k} alpha_i (T_ij alpha_j F_j).(T_ik alpha_k F_k) + ...

Symbols (Hartree atomic units):
  alpha_i  polarizability of the site of fragment i
  F_ij     field at site i of the permanent charges of fragment j; F_i = sum_j
  T_ij     tensor giving the field at site i of a point dipole at site j
  V_ij     Coulomb energy between the permanent charges of i and j
  G_ij     field at site i of whatever represents j when j is outside a subset
  W_ij     energy of the permanent charges of i in that representation of j
  d_ij     G_ij minus the true (permanent + induced) field of j at site i
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.optimize import minimize


def coulomb_field(point, charges):
    total = np.zeros(3)
    for q, position in charges:
        r = point - position
        total += q * r / np.linalg.norm(r) ** 3
    return total


def electrostatics(sites, charges):
    n = len(sites)
    F, V, T = np.zeros((n, n, 3)), np.zeros((n, n)), np.zeros((n, n, 3, 3))
    for i in range(n):
        for j in range(n):
            if i == j:
                continue
            F[i, j] = coulomb_field(sites[i], charges[j])
            V[i, j] = sum(q * p / np.linalg.norm(a - b)
                          for q, a in charges[i] for p, b in charges[j])
            r = sites[i] - sites[j]
            R = np.linalg.norm(r)
            T[i, j] = (3 * np.outer(r, r) / R**2 - np.eye(3)) / R**3
    return F, V, T


def induced_dipoles(subset, field, alpha, T):
    """Solve mu_i = alpha_i (field_i + sum_j T_ij mu_j) inside the subset."""
    s = list(subset)
    m = len(s)
    coupling = T[np.ix_(s, s)].transpose(0, 2, 1, 3).reshape(3 * m, 3 * m)
    a = np.repeat(alpha[s], 3)
    mu = np.linalg.solve(np.eye(3 * m) - a[:, None] * coupling,
                         a * field.reshape(-1))
    return mu.reshape(m, 3)


def response_energy(subset, field, alpha, T):
    return -0.5 * np.sum(field * induced_dipoles(subset, field, alpha, T))


def body_sums(energy_of, n):
    """Totals of the 1-, 2-, ..., n-body terms by explicit subset recursion."""
    increment, totals = {}, np.zeros(n)
    for size in range(1, n + 1):
        for S in combinations(range(n), size):
            lower = sum(increment[sub] for k in range(1, size)
                        for sub in combinations(S, k))
            increment[S] = energy_of(S) - lower
            totals[size - 1] += increment[S]
    return totals


def embedding(kind, alpha, F, V, T):
    """Return G_ij and W_ij for one way of representing outside fragments."""
    n = len(alpha)
    scale = {"vacuum": 0.0, "weak charges": 0.9}.get(kind, 1.0)
    dipoles = np.zeros((n, 3))
    if kind == "first dipoles":
        dipoles = alpha[:, None] * F.sum(axis=1)
    if kind == "self-consistent":
        dipoles = induced_dipoles(range(n), F.sum(axis=1), alpha, T)
    G = scale * F + np.einsum("ijab,jb->ija", T, dipoles)
    W = scale * V - np.einsum("jia,ja->ij", F, dipoles)
    return G, W


def induction_sums(kind, alpha, F, V, T):
    n = len(alpha)
    G, _ = embedding(kind, alpha, F, V, T)

    def energy(S):
        outside = [j for j in range(n) if j not in S]
        field = np.array([F[i, list(S)].sum(axis=0) + G[i, outside].sum(axis=0)
                          for i in S])
        return response_energy(S, field, alpha, T)
    return body_sums(energy, n)


def permanent_sums(kind, alpha, F, V, T):
    n = len(alpha)
    _, W = embedding(kind, alpha, F, V, T)

    def energy(S):
        inside = sum(V[i, j] for i, j in combinations(S, 2))
        return inside + sum(W[i, j] for i in S for j in range(n) if j not in S)
    return body_sums(energy, n)


def field_error(kind, alpha, F, V, T):
    G, _ = embedding(kind, alpha, F, V, T)
    mu = induced_dipoles(range(len(alpha)), F.sum(axis=1), alpha, T)
    return G - F - np.einsum("ijab,jb->ija", T, mu)


def triple_sum(alpha, d):
    """- sum_i sum_{j<k} alpha_i d_ij.d_ik, with j and k different from i."""
    n = len(alpha)
    return -sum(alpha[i] * d[i, j] @ d[i, k] for i in range(n)
                for j, k in combinations([x for x in range(n) if x != i], 2))


def remainder_from_field_error(kind, alpha, F, V, T):
    """Exact remainder beyond two bodies from the quadratic form in d."""
    n = len(alpha)
    d = field_error(kind, alpha, F, V, T)

    def quadratic(S):
        outside = [j for j in range(n) if j not in S]
        D = np.array([d[i, outside].sum(axis=0) for i in S])
        return response_energy(S, D, alpha, T)
    return -body_sums(quadratic, n)[:2].sum()


micro = 1e6
kinds = ["vacuum", "frozen charges", "weak charges", "first dipoles",
         "self-consistent"]

# Hand example: a polarizable site between two opposite, rigid charges
hand_R, hand_q, hand_alpha = 6.0, 0.5, 10.0
hand_sites = np.array([[0, 0, 0], [-hand_R, 0, 0], [hand_R, 0, 0]], float)
hand_charges = [[], [(hand_q, hand_sites[1])], [(-hand_q, hand_sites[2])]]
hand = electrostatics(hand_sites, hand_charges)
hand_a = np.array([hand_alpha, 0.0, 0.0])
hand_vac = induction_sums("vacuum", hand_a, *hand)
hand_emb = induction_sums("frozen charges", hand_a, *hand)
hand_f = hand_q / hand_R**2
assert np.isclose(hand_vac[2], -hand_alpha * hand_f**2, rtol=1e-10)
assert np.isclose(hand_emb[0], -2 * hand_alpha * hand_f**2, rtol=1e-10)
assert np.max(np.abs(hand_emb[1:])) < 1e-15

# Five model fragments
sites = np.array([[0, 0, 0], [6, 0, 0], [0, 6, 0], [2.5, 3, 5.5],
                  [-3, -4, 4]], float)
arms = np.array([[1.2, 0, 0.9], [-0.9, 1.2, 0], [0, -0.9, 1.2],
                 [-1.2, -0.9, 0], [0.9, 0, -1.2]])
q0, alpha0 = 0.6, 10.0
charges = [[(-q0, s), (q0, s + a)] for s, a in zip(sites, arms)]
n = len(sites)
system = electrostatics(sites, charges)
F, V, T = system
alpha = np.full(n, alpha0)
F_total = F.sum(axis=1)
mu = induced_dipoles(range(n), F_total, alpha, T)
full = response_energy(range(n), F_total, alpha, T)

# The dipole tensor against the field of a short pair of opposite charges
h = 1e-3
for axis in range(3):
    step = np.eye(3)[axis] * h / 2
    pair = [(1 / h, sites[3] + step), (-1 / h, sites[3] - step)]
    assert np.allclose(coulomb_field(sites[0], pair), T[0, 3][:, axis],
                       atol=1e-8)

# The response energy against direct minimization of the energy functional
T_flat = T.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)
hessian = np.eye(3 * n) / alpha0 - T_flat
lowest_mode = np.linalg.eigvalsh(hessian)[0]
assert lowest_mode > 0
found = minimize(lambda m: 0.5 * m @ hessian @ m - m @ F_total.reshape(-1),
                 np.zeros(3 * n), method="BFGS", options={"gtol": 1e-8})
assert abs(found.fun - full) < 1e-9

# Permanent electrostatics is complete at two bodies for every embedding
V_total = V.sum() / 2
for kind in kinds:
    p = permanent_sums(kind, alpha, *system)
    assert abs(p[:2].sum() - V_total) < 1e-13
    assert np.max(np.abs(p[2:])) < 1e-13
perm_frozen = permanent_sums("frozen charges", alpha, *system)
assert np.isclose(perm_frozen[0], 2 * V_total, rtol=1e-10)

# First- and second-order pieces and where they go
pair_first = -0.5 * np.sum(alpha[:, None, None] * F**2)
triple_first = triple_sum(alpha, F)
second = -sum(alpha[i] * alpha[j] * F_total[i] @ T[i, j] @ F_total[j]
              for i, j in combinations(range(n), 2))
small = 1e-3
vac_small = induction_sums("vacuum", small * alpha, *system)
emb_small = induction_sums("frozen charges", small * alpha, *system)
assert np.isclose(vac_small[1] / small, pair_first, rtol=0.02)
assert np.isclose(vac_small[2] / small, triple_first, rtol=0.02)
assert np.isclose(emb_small[0] / small, pair_first + triple_first, rtol=1e-10)
assert np.isclose(emb_small[1] / small**2, second, rtol=0.02)

# Third-order coefficient of the frozen-charge remainder
first_dipole_field = np.einsum("ijab,jb->ija", T, alpha[:, None] * F_total)
third = triple_sum(alpha, first_dipole_field)
assert np.isclose(emb_small[2:].sum() / small**3, third, rtol=0.02)

# Remainders beyond two bodies at full polarizability
remainder, leading, sums = {}, {}, {}
for kind in kinds:
    sums[kind] = induction_sums(kind, alpha, *system)
    remainder[kind] = full - sums[kind][:2].sum()
    leading[kind] = triple_sum(alpha, field_error(kind, alpha, *system))
    exact = remainder_from_field_error(kind, alpha, *system)
    assert abs(remainder[kind] - exact) < 1e-14
assert abs(remainder["self-consistent"]) < 1e-14

# A charge error brings back a first-order remainder, quadratic in the error
tiny = 1e-4
weak_ratio = (induction_sums("weak charges", tiny * alpha, *system)[2:].sum()
              / induction_sums("vacuum", tiny * alpha, *system)[2:].sum())
assert np.isclose(weak_ratio, 0.1**2, rtol=0.03)


def measured_order(kind, bodies, scale):
    """Power of alpha of the remainder, from doubling all polarizabilities."""
    r = [induction_sums(kind, s * alpha, *system)[bodies:].sum()
         for s in (scale, 2 * scale)]
    return np.log2(abs(r[1] / r[0]))


orders = {}
for bodies in (1, 2, 3):
    orders["vacuum", bodies] = measured_order("vacuum", bodies, 0.005)
    orders["frozen charges", bodies] = measured_order("frozen charges",
                                                      bodies, 0.005)
    assert abs(orders["vacuum", bodies] - max(1, bodies - 1)) < 0.05
    assert abs(orders["frozen charges", bodies] - (bodies + 1)) < 0.05
order_first_dipoles = measured_order("first dipoles", 2, 0.03)
assert abs(order_first_dipoles - 5) < 0.15

print("HAND EXAMPLE; energies in microhartree")
print(f"alpha {hand_alpha:.1f} bohr^3, charges +/-{hand_q:.1f} e, "
      f"distance {hand_R:.1f} bohr")
print(f"field of each charge at the site: {hand_f:.6f} a.u.")
print("vacuum induction, 1/2/3-body:",
      " ".join(f"{x * micro + 0.0:.1f}" for x in hand_vac))
print("frozen-charge induction, 1/2/3-body:",
      " ".join(f"{x * micro + 0.0:.1f}" for x in hand_emb))
print("FIVE FRAGMENTS; energies in microhartree")
print(f"alpha {alpha0:.1f} bohr^3; charge {-q0:.1f} e at site, "
      f"{q0:.1f} e at site + arm")
for i in range(n):
    print(f"fragment {i + 1}: site {sites[i]} arm {arms[i]} bohr")
for i in range(n):
    print(f"fragment {i + 1}: |F_i| {np.linalg.norm(F_total[i]):.6f} a.u., "
          f"|mu_i| {np.linalg.norm(mu[i]):.5f} a.u.")
print(f"lowest eigenvalue of 1/alpha - T: {lowest_mode:.5f} bohr^-3")
print(f"permanent electrostatics, total: {V_total * micro:.2f}")
print("permanent part in frozen charges, 1-body and 2-body: "
      f"{perm_frozen[0] * micro:.2f} {perm_frozen[1] * micro:.2f}")
print(f"full induction energy: {full * micro:.3f}")
print(f"first order, pair squares: {pair_first * micro:.3f}")
print(f"first order, triple cross terms: {triple_first * micro:.3f}")
print(f"second order, all chains: {second * micro:.3f}")
print(f"third order, remainder in frozen charges: {third * micro:.4f}")
for kind in kinds[:2]:
    print(f"{kind}, induction 1- to 5-body:",
          " ".join(f"{x * micro + 0.0:.4f}" for x in sums[kind]))
print("remainder beyond two bodies: exact | triple formula with d_ij")
for kind in kinds[:4]:
    print(f"  {kind}: {remainder[kind] * micro:.5f} | "
          f"{leading[kind] * micro:.5f}")
print("  self-consistent: below 1e-8 microhartree:",
      abs(remainder["self-consistent"]) * micro < 1e-8)
to_kj = constants.value("Hartree energy") * constants.N_A / 1000
for kind in kinds[:2]:
    print(f"{kind}, remainder: {remainder[kind] * to_kj:.5f} kJ/mol")
print(f"10% weak charges / vacuum, small-alpha remainder: {weak_ratio:.5f}")
print("measured order in alpha of the remainder after 1, 2, 3 bodies")
for kind in kinds[:2]:
    print(f"  {kind}:", " ".join(f"{orders[kind, b]:.3f}" for b in (1, 2, 3)))
print(f"  first dipoles, after 2 bodies: {order_first_dipoles:.3f}")
print("tests ok")
```

It prints:

```
HAND EXAMPLE; energies in microhartree
alpha 10.0 bohr^3, charges +/-0.5 e, distance 6.0 bohr
field of each charge at the site: 0.013889 a.u.
vacuum induction, 1/2/3-body: 0.0 -1929.0 -1929.0
frozen-charge induction, 1/2/3-body: -3858.0 0.0 0.0
FIVE FRAGMENTS; energies in microhartree
alpha 10.0 bohr^3; charge -0.6 e at site, 0.6 e at site + arm
fragment 1: site [0. 0. 0.] arm [1.2 0.  0.9] bohr
fragment 2: site [6. 0. 0.] arm [-0.9  1.2  0. ] bohr
fragment 3: site [0. 6. 0.] arm [ 0.  -0.9  1.2] bohr
fragment 4: site [2.5 3.  5.5] arm [-1.2 -0.9  0. ] bohr
fragment 5: site [-3. -4.  4.] arm [ 0.9  0.  -1.2] bohr
fragment 1: |F_i| 0.011796 a.u., |mu_i| 0.10541 a.u.
fragment 2: |F_i| 0.012702 a.u., |mu_i| 0.12000 a.u.
fragment 3: |F_i| 0.005147 a.u., |mu_i| 0.04047 a.u.
fragment 4: |F_i| 0.015832 a.u., |mu_i| 0.14788 a.u.
fragment 5: |F_i| 0.006274 a.u., |mu_i| 0.05687 a.u.
lowest eigenvalue of 1/alpha - T: 0.08749 bohr^-3
permanent electrostatics, total: 6085.30
permanent part in frozen charges, 1-body and 2-body: 12170.60 -6085.30
full induction energy: -2823.717
first order, pair squares: -2216.312
first order, triple cross terms: -868.652
second order, all chains: 317.655
third order, remainder in frozen charges: -35.5448
vacuum, induction 1- to 5-body: 0.0000 -2190.7754 -657.8030 24.1930 0.6689
frozen charges, induction 1- to 5-body: -3084.9641 290.3606 -30.2910 1.1819 -0.0039
remainder beyond two bodies: exact | triple formula with d_ij
  vacuum: -632.94112 | -533.95697
  frozen charges: -29.11300 | -26.55896
  weak charges: -0.40416 | 0.87990
  first dipoles: -0.71394 | -0.65399
  self-consistent: below 1e-8 microhartree: True
vacuum, remainder: -1.66179 kJ/mol
frozen charges, remainder: -0.07644 kJ/mol
10% weak charges / vacuum, small-alpha remainder: 0.01000
measured order in alpha of the remainder after 1, 2, 3 bodies
  vacuum: 0.999 0.998 1.997
  frozen charges: 1.999 2.998 3.998
  first dipoles, after 2 bodies: 4.990
tests ok
```
